# Counting uncovered donors beneath a 10 nm contact on silicon

## A hundred ionized donors, and a wrong voltage

A metal contact measuring 10 nm by 10 nm sits on n-type silicon with $10^{20}$ donors per cubic centimetre. The cube of silicon below it, 10 nm deep, holds 100 donors, and all of them are taken to be ionized. Suppose that all 100 charges acted on the contact. The bands would then bend over the full 10 nm, and the bending, which grows as the square of the depth, would be about 7.5 eV. The bending assumed for this contact is only 0.5 eV.

The error lies in the word "ionized". Deep in the crystal the donors are ionized too, but mobile electrons neutralize them. If every ionized donor counted, the answer would grow without limit with the depth considered. The useful number is that of the donors whose charge is no longer neutralized because the electrons have been pushed away. These are the uncovered donors, and there are about twenty-five of them.

That number follows from an expansion for large band bending. The leading term treats the edge of the electron gas as sharp. The first correction accounts for its softness.

## The model and its signs

Hartree atomic units are used: the electron mass, the elementary charge, $\hbar$ and $4\pi\varepsilon_0$ all equal one. The donor density is $N$, the relative permittivity $\kappa$, the contact area $A=a^2$, and $z$ is the depth below the metal.

Let $u(z)$ be the upward shift of an electron's energy relative to the bulk. It vanishes deep inside and equals the total bending $\phi$ at the metal:

$$u(0)=\phi,\qquad u(\infty)=0 .$$

An electron has charge $-1$, so $u=-\Phi$, where $\Phi$ is the electrostatic potential. Poisson's equation is $\Phi''=-4\pi\rho/\kappa$, and the two minus signs cancel:

$$u''=\frac{4\pi}{\kappa}\rho,\qquad \rho=N-n ,$$

with $n$ the density of mobile electrons. Positive net charge makes $u$ curve upward.

Three assumptions enter here. The donor charge is smeared into a uniform density. The field points along $z$, as it does if the square is a patch of a wider contact, or the top of a pillar whose side walls pass no flux. There is no charge at the interface other than that on the metal.

The bending $\phi$ is not the barrier height. If the bulk Fermi level lies $\mu$ above the bulk band edge, then without applied voltage the barrier seen from the metal is $\phi-\mu$. In such heavily doped silicon $\mu$ is positive, and the barrier is smaller than the bending: 0.44 eV with the numbers below. This leaves out the attraction of an electron to its image charge in the metal. The built-in field at the surface is about 3.9 MV/cm here, and in such a field the image force lowers the top of the barrier to roughly 0.23 eV above the Fermi level. A layer this thin is also crossed by tunnelling. The model describes the charge at zero applied voltage, not the current through the contact.

## Leading order: a sharp edge

When $\phi$ is much larger than the energies of the electrons, they are absent from nearly all of the bent region. The leading approximation sets $n=0$ for $z<W$ and $n=N$ for $z>W$. In the depleted layer

$$u''=\frac{4\pi N}{\kappa}.$$

Beyond $W$ the crystal is neutral and free of field, so $u=0$ there. At $z=W$ the shift $u$ is continuous. Its slope is continuous as well, because no sheet of charge sits at the edge. Hence $u(W)=u'(W)=0$. Integrating once from $W$ gives

$$u'(z)=-\frac{4\pi N}{\kappa}(W-z),$$

which is negative because the shift falls with depth. Integrating again gives

$$u(z)=\frac{2\pi N}{\kappa}(W-z)^2 .$$

The condition $u(0)=\phi$ now fixes the width:

$$\phi=\frac{2\pi N}{\kappa}W^2
\quad\Longrightarrow\quad
W=\sqrt{\frac{\kappa\phi}{2\pi N}} .$$

The number of uncovered donors is density times volume. Taking $N$ under the root as $N^2$,

$$N_0=NAW=A\sqrt{\frac{N^2\kappa\phi}{2\pi N}}=A\sqrt{\frac{\kappa\phi N}{2\pi}} .$$

In SI units, with the bending expressed as a voltage $V$, the width is $W=\sqrt{2\kappa\varepsilon_0V/(eN)}$. Setting $e=1$ and $\varepsilon_0=1/4\pi$ recovers the form above.

The square root makes the estimate forgiving. Four times the doping halves the width but doubles the count. An error of 5 percent in $\kappa$ changes the count by about 2.5 percent.

### The numbers

Silicon has a relative permittivity of roughly 12. The other inputs are $N=1.4818\times10^{-5}$ per cubic bohr, $\phi=0.018375$ hartree and $A=35711$ square bohr. The width is

$$W=\sqrt{\frac{12\times0.018375}{2\pi\times1.4818\times10^{-5}}}=48.66\ \text{bohr},$$

or 2.58 nm. The count is

$$N_0=1.4818\times10^{-5}\times35711\times48.66=25.75 .$$

A grid solution that finds the edge of the layer for itself, without being given $W$, yields 25.74.

The depleted layer is about a quarter as deep as the contact is wide, so it holds about a quarter of the 100 donors in the cube. This also explains the false voltage of the opening: a depth of 10 nm instead of 2.58 nm multiplies the bending by $(1/0.258)^2\approx15$.

## The exact charge of the soft edge

The electron density does not jump from zero to $N$. To find what this does to the count, let the electrons respond locally to the shift. At depth $z$ the Fermi level lies $\mu-u(z)$ above the local band edge, so

$$u''=\frac{4\pi}{\kappa}\left[N-n(\mu-u)\right],\qquad n(\mu)=N .$$

The second relation is neutrality in the bulk. For a parabolic band with density-of-states mass $m$ and two spin directions,

$$n(x)=\frac{\sqrt2\,m^{3/2}}{\pi^2}\int_0^\infty\frac{\sqrt{\varepsilon}\,d\varepsilon}{1+e^{(\varepsilon-x)/kT}} .$$

The profile $u(z)$ has no simple closed form, but the total charge does not require it. Multiply Poisson's equation by $u'$. The left side becomes a derivative, $u'u''=\tfrac12\,d(u'^2)/dz$. On the right, $u'\,dz=du$. Integrating from $z=0$, where $u=\phi$, to the bulk, where $u=u'=0$, gives

$$-\frac12u'(0)^2=\frac{4\pi}{\kappa}\int_\phi^0\left[N-n(\mu-u)\right]du .$$

Reversing the limits removes the minus sign, and multiplying by two gives

$$u'(0)^2=\frac{8\pi}{\kappa}\left[N\phi-\int_0^\phi n(\mu-u)\,du\right]
=\frac{8\pi N}{\kappa}(\phi-\delta),$$

$$\delta=\frac1N\int_0^\phi n(\mu-u)\,du .$$

The net charge per area, $\sigma=\int_0^\infty(N-n)\,dz$, follows from integrating Poisson's equation once over the depth:

$$-u'(0)=\frac{4\pi}{\kappa}\sigma .$$

Since $u'(0)$ is negative, $\sigma$ is positive. Inserting the slope,

$$\sigma=\frac{\kappa}{4\pi}\sqrt{\frac{8\pi N(\phi-\delta)}{\kappa}}
=\sqrt{\frac{\kappa N(\phi-\delta)}{2\pi}} .$$

The number of uncovered donors is then

$$N_{\rm ion}=A\sigma=A\sqrt{\frac{\kappa N(\phi-\delta)}{2\pi}} .$$

Within this one-dimensional, local model the result holds for any positive bending. With a soft edge, "number of uncovered donors" means the net charge: a donor half neutralized on average counts as one half.

## The first correction

For large $\phi$ the quantity $\delta$ approaches a constant, because electrons are rare where the bands are strongly bent. The occupation factor is smaller than $e^{(x-\varepsilon)/kT}$, so $n(x)\le N_ce^{x/kT}$ with $N_c=2(mkT/2\pi)^{3/2}$. If $\delta_\infty$ is the value for infinite bending, the part left out is

$$\delta_\infty-\delta=\frac1N\int_\phi^\infty n(\mu-u)\,du\le\frac{N_c}{N}\,kT\,e^{-(\phi-\mu)/kT},$$

which is exponentially small. Up to such terms, the square root can be expanded in $\delta_\infty/\phi$:

$$N_{\rm ion}=N_0\sqrt{1-\frac{\delta_\infty}{\phi}}
=N_0\left[1-\frac{\delta_\infty}{2\phi}-\frac{\delta_\infty^2}{8\phi^2}-\dots\right].$$

The leading count grows as $\phi^{1/2}$, and the first correction falls as $\phi^{-1/2}$. The sign needs a word, because a soft edge has two effects: electrons neutralize some donors inside $W$, and some donors beyond $W$ are uncovered. Multiplying Poisson's equation by $z$ and integrating by parts gives $\phi=(4\pi/\kappa)\int_0^\infty z(N-n)\,dz$, so deep charge bends the bands more than shallow charge. The soft edge moves charge deeper, and less of it then suffices for the same bending. The correction is therefore negative.

### What the correction measures

With $x=\mu-u$, the constant is $\delta_\infty=N^{-1}\int_{-\infty}^{\mu}n(x)\,dx$. Insert the formula for $n$ and do the $x$ integral first:

$$\int_{-\infty}^{\mu}\frac{dx}{1+e^{(\varepsilon-x)/kT}}=kT\ln\left(1+e^{(\mu-\varepsilon)/kT}\right).$$

The remaining integral over $\varepsilon$ is done by parts. The factor $\sqrt\varepsilon$ integrates to $\tfrac23\varepsilon^{3/2}$, the boundary terms vanish, and the derivative of the logarithmic term is minus the Fermi occupation. Therefore

$$N\delta_\infty=\frac23\,\frac{\sqrt2\,m^{3/2}}{\pi^2}\int_0^\infty\frac{\varepsilon^{3/2}\,d\varepsilon}{1+e^{(\varepsilon-\mu)/kT}} .$$

Apart from the factor $\tfrac23$, the right side is the kinetic energy per volume of the bulk electrons. So $\delta_\infty$ is two thirds of their mean kinetic energy. The sharp edge is a good approximation when this energy is small compared with the bending.

Two limits are simple. A dilute classical gas has mean kinetic energy $\tfrac32kT$, hence $\delta_\infty=kT$. A cold degenerate gas has mean kinetic energy $\tfrac35E_F$, hence $\delta_\infty=\tfrac25E_F$, with $E_F=(3\pi^2N)^{2/3}/2m$. In the cold limit $\delta_\infty$ grows as $N^{2/3}$, so at fixed bending the sharp edge becomes a poorer approximation as the doping rises.

### The numbers

The density-of-states mass of silicon is roughly 1.1 electron masses. At 300 K, $kT=0.000950$ hartree, and neutrality puts the Fermi level at $\mu=0.002287$ hartree above the band edge. The integral gives $\delta=0.001497$ hartree. The exponent $(\phi-\mu)/kT$ is about 17, so the difference between $\delta$ and $\delta_\infty$ is of no account here. The expansion parameter is

$$\frac{\delta}{\phi}=\frac{0.001497}{0.018375}=0.081 .$$

The first correction lowers the count by half of this, 4.1 percent of $N_0$, from 25.75 to 24.70. The next term removes a further 0.02. The full square root gives 24.68, and so does a direct numerical solution of the nonlinear Poisson equation.

Neither simple limit describes this electron gas well. The classical value of $\delta$ is 0.00095 hartree. The cold value, with $E_F=0.0026$ hartree, is 0.00105 hartree. Both are about a third below the computed value, since $kT$ is neither large nor small compared with $E_F$. For the count this matters little: they would give 25.1 and 25.0.

The local density has a limit of its own. It requires $u$ to vary slowly over an electron wavelength. For a single band of this density the wavelength at the Fermi level, $2\pi/(3\pi^2N)^{1/3}$, is about 83 bohr, longer than $W$. In silicon the mass 1.1 lumps together six anisotropic valleys, and along a cube axis the wavelengths are longer still: about 89 bohr for the heavy mass 0.92 and 195 bohr for the light mass 0.19. The shape of the soft edge is therefore not described reliably. The total count is more robust. The force that the bent bands exert on the electrons must balance the pressure of the bulk gas, which is two thirds of its kinetic energy per volume, or $N\delta_\infty$. In a mean-field description this balance also holds for electron waves, as long as hardly any electrons reach the metal. Here that condition is met only approximately: for the light mass 0.19, an electron at the Fermi level moving toward the metal tunnels through the parabolic barrier with a probability of about 5 percent. Exchange and correlation among the electrons are left out, so the decimals serve only to compare formulas within the model. Changes of the band structure caused by heavy doping are also left out.

## The opposite limit: weak bending

The expansion fails when $\phi$ is comparable with $\delta_\infty$. For still weaker bending the electron density changes only slightly:

$$n(\mu-u)\approx N-n'(\mu)\,u .$$

Then

$$N(\phi-\delta)=\int_0^\phi\left[N-n(\mu-u)\right]du\approx\int_0^\phi n'(\mu)\,u\,du=\frac12n'(\mu)\phi^2 ,$$

and the general formula becomes

$$N_{\rm ion}\approx A\sqrt{\frac{\kappa}{2\pi}\cdot\frac{n'(\mu)\phi^2}{2}}=A\phi\sqrt{\frac{\kappa\,n'(\mu)}{4\pi}} .$$

The count is now proportional to $\phi$ rather than to its square root. No layer is emptied; the electron gas is merely thinned near the metal. Poisson's equation reads $u''=u/\lambda^2$ with $\lambda^2=\kappa/[4\pi n'(\mu)]$, and its decaying solution is $u=\phi e^{-z/\lambda}$. The charge per area is $\int_0^\infty n'(\mu)u\,dz=n'(\mu)\phi\lambda$, which equals the result just found.

## An isolated contact: beneath and beside

If the square stands alone on a wide free surface, the field spreads sideways and uncovers donors outside the footprint as well. In the sharp-edge approximation the shift obeys $\nabla^2u=4\pi N/\kappa$ inside the depleted region, with $u$ and its gradient zero on the region's inner boundary. Take the free surface to carry no charge and to pass no flux.

The size of the effect follows from scaling. Measure lengths in units of $W$ and the shift in units of $\phi$. Since $4\pi NW^2/\kappa=2\phi$, the equation becomes $\nabla^2u=2$, with no parameter left. Near a long straight edge, the volume uncovered beside the contact per length of edge must therefore be a pure number $c$ times $W^2$. Four edges of length $a$ give

$$N_{\rm beside}\approx4a\,cNW^2=4c\,\frac Wa\,N_0 ,$$

where $N_0=Na^2W$ was used. The corners add terms smaller by a further factor $W/a$. For wide contacts the effect is minor. Here $W/a=0.258$, and it is not.

A three-dimensional solution gives 24.1 uncovered donors beneath the square and 9.5 beside it, 33.5 in all before rounding of the parts. On a grid twice as coarse the numbers are 24.0 and 8.9, so the count beside the contact is not yet settled. The field is singular at the rim of the contact, and the error shrinks only in proportion to the grid spacing. Halving the spacing added 0.6 donors, so about 0.6 are still missing. The limit is then about 10.1 donors beside the contact and about 34 in all. This corresponds to $c\approx0.38$, with the corners included at this ratio of $W$ to $a$.

The layer beneath the contact loses less than two donors compared with 25.75, because the bands next to the rim are no longer held at the full bending. The one-dimensional sharp-edge count thus changes little for an isolated contact if "beneath" is taken literally. The charge on such a contact, however, balances all of the roughly 34 donors, about a third more than 25.75. These figures use a sharp edge; the electron correction has not been combined with them.

## Twenty-five on average

Donors are single atoms, and the smooth density $N$ describes their mean. Suppose that $M$ donors are placed independently in a large volume $\Omega$. Each falls into the box $AW$ with probability $p=AW/\Omega$. The number in the box has mean $Mp=N_0$ and variance

$$Mp(1-p)\approx Mp=N_0 ,$$

because $p$ is small. The standard deviation is $\sqrt{25.75}=5.07$, or 20 percent of the mean. Random placement under ten thousand neighbouring squares gives 5.09.

The number of donors in such a box therefore typically departs from its mean by about five, several times the edge correction of about one. This spread belongs to a box of fixed depth. It is not the spread of the uncovered charge between real contacts at the same bending, because there the electrons adjust the edge of the layer to the donors that happen to be present.

The mean donor spacing, $N^{-1/3}=40.7$ bohr, is only slightly smaller than the width of 48.66 bohr. The depleted layer is little more than one donor spacing deep, so its flat inner edge is an average picture and not the shape found under one particular contact. For the mean count, the sharp edge gives 25.75 and the soft edge 24.68 with $\kappa=12$; with $\kappa=11.7$ they become 25.4 and 24.4. The safe statement is about twenty-five donors, with the soft edge removing about one. The numerical output lists the inputs and the main results.

## Computed results

```
relative permittivity (rough input): 12
density-of-states mass (rough input): 1.1 electron masses
temperature: 300 K
donor density, given: 1e+20 per cm^3
donor density: 1.4818e-05 per bohr^3
band bending, given: 0.5 eV
band bending: 0.018375 hartree
contact side, given: 10 nm
contact side: 188.97 bohr
contact area: 35711 bohr^2
depletion width: 48.66 bohr
depletion width: 2.58 nm
width divided by contact side: 0.258
uncovered donors, full depletion: 25.75
uncovered donors, grid solution: 25.74
thermal energy kT: 0.000950 hartree
Fermi level above band edge: 0.002287 hartree
electron-tail correction to bending: 0.001497 hartree
uncovered donors with electron tail: 24.68
same, direct Poisson solution: 24.68
isolated contact, beneath, coarse grid: 24.0
isolated contact, beneath, fine grid: 24.1
isolated contact, beside, coarse grid: 8.9
isolated contact, beside, fine grid: 9.5
isolated contact, total, fine grid: 33.5
mean donor spacing N^(-1/3): 40.7 bohr
standard deviation, square-root rule: 5.07 donors
standard deviation, random placement: 5.09 donors
relative spread: 20 percent
```
